# Barrett's Permittivity and the Zero-Point Suppression of Ferroelectric Order

## A crystal at zero temperature

Take a crystal in which each cell has one polar coordinate \(u\), with mass \(m\) and charge \(q\). A spring \(a>0\) and a quartic term \(b>0\) pull the coordinate back with the force \(-au-bu^3\). If all cells are displaced by the same amount \(\bar u\), their neighbours push each one further out with the force \(J\bar u\).

For motionless particles the net inward force is

\[
(a-J)\bar u+b\bar u^3 .
\]

If \(J>a\), the undisplaced crystal is unstable and becomes polar.

A quantum particle is not motionless. Write \(u=\bar u+v\), where \(v\) fluctuates symmetrically about zero. Since \(\langle v\rangle=\langle v^3\rangle=0\),

\[
b\langle(\bar u+v)^3\rangle=b\bar u^3+3b\langle v^2\rangle\bar u .
\]

The fluctuation adds \(3b\langle v^2\rangle\) to the stiffness. In the ground state of an oscillator of frequency \(\Omega=\sqrt{a/m}\), \(\langle v^2\rangle=\hbar/(2m\Omega)\). The undisplaced crystal is therefore stable if

\[
\frac{3b\hbar}{2m\Omega}>J-a .
\]

Zero-point motion samples the steep part of the quartic well, and this can outweigh the attraction towards order. The same argument at finite temperature gives Barrett's formula.

## Model and conventions

The Hamiltonian is

\[
H=\sum_i\left[\frac{p_i^2}{2m}+\frac a2u_i^2+\frac b4u_i^4-qEu_i\right]
-\frac12\sum_{ij}J_{ij}u_iu_j ,
\]

with \(J_{ij}=J_{ji}\), \(J_{ii}=0\) and \(J=\sum_jJ_{ij}>0\). Uniform displacement is assumed to be the pattern most favoured by the coupling. \(E\) is the macroscopic field; the remaining part of the local field is included in \(J\). Zero field thus means zero macroscopic field, as in a uniform sample between short-circuited ideal electrodes. SI units are used in the formulas.

There are two approximations. Mean field replaces the coupling product by

\[
u_iu_j\to u_i\bar u+\bar uu_j-\bar u^2,\qquad \bar u=\langle u\rangle .
\]

The two linear terms are equal after summation, which cancels the factor \(1/2\). Apart from a constant, each site has the Hamiltonian

\[
h=\frac{p^2}{2m}+\frac a2u^2+\frac b4u^4-Fu,\qquad F=qE+J\bar u. \tag{1}
\]

The second approximation keeps terms of first order in \(b\), with \(J-a\) also of order \(b\). The crystal is then close to marginal stability, and small anharmonic terms decide its state.

## Equation of state

In thermal equilibrium the density operator commutes with \(h\), so the mean of \(p\) does not change in time:

\[
0=\frac{i}{\hbar}\langle[h,p]\rangle=F-a\langle u\rangle-b\langle u^3\rangle .
\]

Hence, for any \(b>0\),

\[
F=a\bar u+b\langle u^3\rangle. \tag{2}
\]

The cubic average is already multiplied by \(b\), so it is needed only for \(b=0\). Completing the square gives

\[
h_{b=0}=\frac{p^2}{2m}+\frac a2\left(u-\frac Fa\right)^2-\frac{F^2}{2a}.
\]

The force moves the centre of the oscillator to \(F/a\) and leaves its frequency alone. The deviation from the centre is symmetric, with a variance \(s(T)\) that does not depend on \(F\). Therefore

\[
\langle u^3\rangle_0=\left(\frac Fa\right)^3+3s\frac Fa .
\]

From (2), \(F/a=\bar u+O(b)\). Substitution changes the result only at order \(b^2\):

\[
F=a\bar u+b(\bar u^3+3s\bar u)+O(b^2). \tag{3}
\]

This holds at fixed temperature and bounded force. Inserting \(F=qE+J\bar u\) and collecting the linear terms gives

\[
qE=K\bar u+b\bar u^3,\qquad K=a-J+3bs. \tag{4}
\]

## Thermal variance

For an oscillator level with quantum number \(\nu\), the mean of \(vp+pv\) is constant in time. Its time derivative gives \(\langle p^2\rangle/m=m\Omega^2\langle v^2\rangle\), so kinetic and potential energies are equal. Each is half the level energy:

\[
\frac12m\Omega^2\langle v^2\rangle_\nu=\frac12\hbar\Omega\left(\nu+\frac12\right),
\qquad
\langle v^2\rangle_\nu=\frac{\hbar}{m\Omega}\left(\nu+\frac12\right).
\]

Let \(x=\hbar\Omega/(k_BT)\). From \(\sum_\nu e^{-\nu x}=(1-e^{-x})^{-1}\),

\[
\langle\nu\rangle=-\frac{d}{dx}\ln\frac1{1-e^{-x}}=\frac1{e^x-1},
\]

\[
\langle\nu\rangle+\frac12=\frac12\,\frac{e^x+1}{e^x-1}=\frac12\coth\frac x2 .
\]

The variance is thus

\[
s=\frac{\hbar}{2m\Omega}\coth\frac{\hbar\Omega}{2k_BT}. \tag{5}
\]

## Barrett's formula

Define \(T_1=\hbar\Omega/k_B\). Since \(m\Omega^2=a\),

\[
\frac{\hbar}{2m\Omega}=\frac{\hbar\Omega}{2m\Omega^2}=\frac{k_BT_1}{2a}.
\]

Equation (4) becomes

\[
K=\frac{3bk_B}{a}\left[\frac{T_1}{2}\coth\frac{T_1}{2T}-T_0\right],
\qquad T_0=\frac{a(J-a)}{3bk_B}. \tag{6}
\]

With \(n\) cells per volume, the polarization is \(P=nq\bar u\). For a small field and \(K>0\), \(\bar u=qE/K\). The lattice part of the relative permittivity, \(P/(\varepsilon_0E)\), is

\[
\varepsilon=\frac{nq^2}{\varepsilon_0K}
=\frac{C}{(T_1/2)\coth(T_1/2T)-T_0},
\qquad C=\frac{nq^2a}{3bk_B\varepsilon_0}. \tag{7}
\]

A background permittivity from electrons and other polar modes must be added if it matters. The temperature \(T_1\) belongs to the on-site oscillator with spring \(a\). The uniform soft mode has the much smaller stiffness \(K\), and its frequency should not be used for \(T_1\).

## When order is prevented

At \(E=0\), (4) reads \(\bar u(K+b\bar u^2)=0\). If \(K>0\), the only real solution is \(\bar u=0\). At this order there is therefore no discontinuous transition to a distant polar state either.

As \(T\) rises, \(T_1/2T\) falls and its hyperbolic cotangent grows. \(K\) is smallest at \(T=0\), where the cotangent equals one. Zero-point motion prevents order at every temperature when

\[
\boxed{0<T_0<\frac{T_1}{2}} \tag{8}
\]

The lower limit identifies the cause. In the classical limit \(s=k_BT/a\), the bracket in (7) becomes \(T-T_0\), and the crystal orders at \(T_0\). If \(T_0\le0\), the classical crystal has no ordering transition at positive temperature, and there is nothing for zero-point motion to suppress.

For \(T_0>T_1/2\), setting \(K=0\) gives \(\tanh(T_1/2T_c)=T_1/(2T_0)\), or

\[
T_c=\frac{T_1/2}{\operatorname{artanh}(T_1/2T_0)}
=\frac{T_1}{\ln[(2T_0+T_1)/(2T_0-T_1)]}. \tag{9}
\]

Below \(T_c\), \(K<0\). Integrating the right side of (4) over \(\bar u\) gives the free energy per cell relative to the unpolarized state, \(K\bar u^2/2+b\bar u^4/4\). Its minima lie at \(\bar u^2=-K/b\), with the value \(-K^2/4b\), so the polar state is favoured. The stiffness for a small additional field is there

\[
K+3b\bar u^2=K-3K=2|K| .
\]

The permittivity below \(T_c\) is thus \(nq^2/(2\varepsilon_0|K|)\). Formula (7) must not be continued into this range, where it would be negative.

The first-order stiffness, the threshold and the transition temperature were tested by diagonalizing the site Hamiltonian in units \(\hbar=m=a=k_B=1\), in which \(T_1=1\) and \(b\) is measured in \(a^2/(\hbar\Omega)\). When \(b\) was doubled from 0.002 to 0.004, the error of the first-order stiffness grew by factors of 3.98 at \(T=0.02\) and 3.91 at \(T=1\), close to the factor 4 of a second-order error. At \(b=0.001\), the threshold was \(T_0/T_1=0.4995\). For \(T_0/T_1=0.8\), diagonalization gave \(T_c/T_1=0.685\), against 0.682 from (9). For \(T_0/T_1=0.4\), the classical site ordered at \(0.401\,T_1\), while the quantum site had no self-consistent displacement at the sampled values.

## Limits useful in checking code

At high temperature, \(\coth y=1/y+y/3+\cdots\) with \(y=T_1/2T\) gives

\[
\frac{T_1}{2}\coth\frac{T_1}{2T}=T+\frac{T_1^2}{12T}+\cdots .
\]

Formula (7) then approaches the Curie–Weiss law \(C/(T-T_0)\). A linear extrapolation of \(1/\varepsilon\) finds \(T_0\) in the limit of high temperature, even though no transition need occur there. From a finite temperature well above both \(T_0\) and \(T_1\), the tangent gives a value that is too low by about \(T_1^2/6T\). For \(T_1=80\) K this is still more than 3 K at room temperature.

For all temperatures, \(\coth y=1+2/(e^{2y}-1)\) gives the form

\[
\frac{T_1}{2}\coth\frac{T_1}{2T}=\frac{T_1}{2}+\frac{T_1}{e^{T_1/T}-1}. \tag{10}
\]

In code, the last term is best evaluated as \(T_1e^{-x}/(1-e^{-x})\), with \(x=T_1/T\) and `-expm1(-x)` for the denominator. This avoids overflow at low temperature and cancellation at high temperature.

In the paraelectric case, (10) shows that \(\varepsilon\) saturates at \(C/(T_1/2-T_0)\). The plateau is reached when \(T_1e^{-T_1/T}\) is small compared with \(T_1/2-T_0\), so a narrow margin delays saturation. At \(T_0=T_1/2\) the margin vanishes and \(\varepsilon=C(e^{T_1/T}-1)/T_1\), which diverges as \(T\to0\).

Mass offers a second test. At fixed \(a\), \(b\), \(J\), \(q\) and \(n\), \(T_0\) and \(C\) do not change, while \(T_1\propto m^{-1/2}\). A paraelectric crystal with \(T_0>0\) reaches the threshold when its mass is multiplied by \((T_1/2T_0)^2\).

## Worked example

The following rough values are in the regime of strontium titanate: \(T_1=80\) K, \(T_0=36\) K, \(C=8\times10^4\) K, cell length 0.39 nm, mode mass 24 u and mode charge \(8e\). Since \(T_1/2=40\) K exceeds \(T_0\) by 4 K, (8) predicts no order, and

\[
\varepsilon(0)=\frac{8\times10^4}{40-36}=20\,000 .
\]

The fitted temperatures and \(C\) do not fix the microscopic constants on their own. Once \(m\), \(q\) and \(n\) are chosen, the definitions invert to

\[
a=m\left(\frac{k_BT_1}{\hbar}\right)^2,\qquad
b=\frac{nq^2a}{3k_B\varepsilon_0C},\qquad
J=a+\frac{3bk_BT_0}{a}.
\]

They give \(\hbar\Omega=6.89\) meV, \(a=27.29\) eV/nm², \(J=36.07\) eV/nm² and \(b=2.576\times10^4\) eV/nm⁴. The zero-point rms displacement is 0.0112 nm. The anharmonic stiffness is \(3bs=0.3577\,a=9.76\) eV/nm², so

\[
K(0)=27.29-36.07+9.76=0.98\ \text{eV/nm}^2 .
\]

The excess \(J-a\approx8.8\) eV/nm² and the fluctuation term of 9.76 eV/nm² nearly cancel, which makes the permittivity large and sensitive to corrections.

The critical mass ratio is \((80/72)^2=1.235\). Multiplying the mass by 1.5 at fixed forces lowers \(T_1\) to 65.3 K. Now \(T_1/2=32.7\) K is below \(T_0\), and (9) gives \(T_c=21.6\) K.

The linear range is narrow. Differentiating (4) gives the stiffness \(K+3b\bar u^2\) for a small additional field. It has risen by 10% when \(\bar u=\sqrt{0.1K/3b}\), which corresponds to 1.42 kV/cm at low temperature. This figure belongs to the model: \(b\) was fixed from \(C\), not from the measured field dependence of a crystal.

## Is the expansion valid for these numbers?

The first-order theory requires

\[
r=\frac{3bs}{a}\ll1 .
\]

In the example, \(r=0.36\) near zero temperature, 0.94 at 100 K and 2.7 at 300 K. The condition is poorly met at low temperature and violated at room temperature.

The mean-field problem can be treated without expanding in \(b\). Let \(\chi_s=d\langle u\rangle/dF\) at \(F=0\) be the full response of one site. For a small field,

\[
\bar u=\chi_s(qE+J\bar u)
\quad\Rightarrow\quad
qE=\left(\frac1{\chi_s}-J\right)\bar u .
\]

The unpolarized state is stable if \(1/\chi_s>J\). At low temperature the first-order value of \(1/\chi_s\) is \(1.358\,a\), while diagonalization gives \(1.300\,a\). The coupling is \(J=1.322\,a\). The sign of \(K(0)\) is reversed, from \(+0.036\,a\) to \(-0.022\,a\): with these microscopic constants, the mean-field crystal orders.

The size of the error can be expressed as a temperature. A contribution of \(0.3577\,a\) corresponds to \(T_1/2=40\) K, so the difference \(0.057\,a\) corresponds to about 6 K. This exceeds the 4 K margin. Fitted Barrett parameters therefore cannot be read here as literal constants of a single-site quartic oscillator.

The mechanism itself can survive outside the first-order regime. Lowering \(J\) to \(1.2645\,a\), with \(m\), \(a\), \(b\), \(q\) and \(n\) fixed, restores the low-temperature permittivity of 20 000. The classical site with the same constants orders at 41.6 K. For the quantum site, \(\langle u\rangle/F\) decreased with force throughout the sampled range at 1.6 K and 80 K, and \(J\langle u\rangle/F\) stayed below one. No self-consistent polar state appeared there.

The temperature dependence is nevertheless different. The readjusted site gives \(\varepsilon=2544\) at 100 K and 887 at 300 K, whereas Barrett's formula gives 1155 and 301. Agreement at zero temperature does not validate the whole curve.

## Correlations between cells

Mean field ignores the different frequencies of lattice modes with different wavevectors. Their effect can be estimated for a simple cubic lattice with nearest-neighbour coupling. The Fourier transform of the coupling is \(J\gamma_{\mathbf k}\), with

\[
\gamma_{\mathbf k}=\frac13(\cos\theta_x+\cos\theta_y+\cos\theta_z),
\]

where \(\theta_j\) is the phase change per cell. The site stiffness including fluctuations is \(a+3bs=K+J\), so a mode has stiffness \(K+J(1-\gamma_{\mathbf k})\). Its zero-point variance is proportional to the inverse square root of this stiffness.

At fixed \(K(0)\) and \(J\), the average over wavevectors is 1.098 times the variance for the flat stiffness \(K+J\). The average exceeds the flat value because \(\gamma_{\mathbf k}\) averages to zero and the inverse square root is convex. Applied to \(T_1/2=40\) K, this factor would add 3.9 K. But \(T_1/2\) belongs to the stiffness \(a\), whereas the flat stiffness here is \(K+J=1.358\,a\), for which the corresponding value is \(40/\sqrt{1.358}=34.3\) K. Dispersion raises it by 3.4 K, to 37.7 K. Dispersion alone thus favours the paraelectric state, but the stiffening of the site acts the other way and is larger in this estimate. Both changes are comparable with the 4 K margin. The combined value of 37.7 K still exceeds \(T_0=36\) K. If \(K(0)\) is not held fixed but solved together with the variance, this estimate gives \(K(0)=-0.010\,a\) for the flat stiffness and \(+0.019\,a\), a margin of about 2 K, with dispersion. The unexpanded site lies a further \(0.012\,a\) below the flat estimate, so the sign of \(K(0)\) for the correlated lattice is not settled here. The size of the dispersion correction belongs to this coupling; real dipolar forces have a longer range and depend on direction.

The uniform mode has the quantum \(T_1\sqrt{K(0)/a}=15\) K in temperature units, far below 80 K. Long-wavelength modes can thus be thermally excited where (7) is already nearly flat. The formula should not be trusted for the detailed approach to the low-temperature plateau.

## Use for real materials and devices

Real strontium titanate has a permittivity of roughly 300 at room temperature and of order \(10^4\) at a few kelvin, and the unstrained crystal with natural isotopic composition remains paraelectric. The Barrett values above have the same sizes, as expected from parameters chosen in that regime; they do not confirm the microscopic model. A plausible reading, offered as a conjecture, is that the fitted \(T_1\) represents an average over many lattice modes. The model also omits the three components of the polar mode, the structural transition near 100 K, strain and defects, whose effects are not sized here.

Thin-film devices readily break the assumption of a small field. A bias of 0.1 V across 100 nm is 10 kV/cm if the electrodes are ideal. Real interfaces take much of the voltage at such a permittivity: with the example's constants, an effective screening length of 0.005 nm per electrode leaves about 3.7 kV/cm in the film. The ideal case is taken here. With the example's low-temperature constants, (4) becomes

\[
0.0080=0.976\,\bar u+2.576\times10^4\,\bar u^3,
\]

with \(\bar u\) in nm and both sides in eV/nm. The solution is \(\bar u\approx0.0050\) nm. The differential stiffness rises from 0.98 to about 2.9 eV/nm², and the permittivity falls from 20 000 to about 7000. This is an estimate from the first-order equation; the unexpanded site with the readjusted \(J\) gives about 7500. Neither is a prediction for strontium titanate. Written as \(E=P/(\varepsilon_0\varepsilon)+\beta P^3\), the model has \(\beta=b/(n^3q^4)\approx3\times10^8\) V m⁵/C³, whereas values fitted to the real crystal are roughly \(5\times10^9\) to \(10^{10}\). These would give a permittivity near 2000 at 10 kV/cm and a 10% rise of the stiffness near 0.3 kV/cm. The cubic coefficient must be fitted to field data; it cannot be taken from \(C\).

For implementation, (7) is a compact three-parameter description of measured permittivity in the paraelectric phase. Before its parameters are given a microscopic meaning, \(r\) should be evaluated over the whole fitted range, and the margin \(T_1/2-T_0\) compared with the corrections from anharmonicity and dispersion. A positive fitted margin of a few kelvin does not by itself establish why a material stays paraelectric. The numerical output lists most of the values used here.

## Table of computed values

```
TESTS (reduced units, T1 = 1)
force-balance error at b=0.3: 2.8e-15
stiffness error ratio on doubling b, T=0.02: 3.976
stiffness error ratio on doubling b, T=1: 3.910
equation-of-state error ratio on doubling b: 3.897
threshold T0/T1 by diagonalization, b=0.001: 0.4995
Tc/T1 for T0/T1=0.8: diag 0.6851, formula 0.6820
displacement at Tc/2: diag 0.8581, formula 0.8551
classical Tc/T1 for T0/T1=0.4: 0.4008
EXAMPLE INPUTS (rough)
T1 = 80 K, T0 = 36 K, C = 8.0e+04 K
cell = 0.39 nm, mass = 24 u, charge = 8 e
EXAMPLE RESULTS
hbar Omega = 6.894 meV
a = 27.29 eV/nm^2
J = 36.07 eV/nm^2
b = 2.576e+04 eV/nm^4
K(0) = 0.976 eV/nm^2
zero-point rms displacement = 0.0112 nm
margin T1/2 - T0 = 4.0 K
permittivity at T -> 0 = 20000
critical mass ratio = 1.235
mass x 1.5: T1 = 65.32 K, Tc = 21.61 K
bracket minus (T - T0) at 300 K = 1.776 K
field for 3b<u>^2 = 0.1 K(0): 1.42 kV/cm
NEGLECTED EFFECTS, SAME NUMBERS
3b<u^2>/a at 0.8 K = 0.358
3b<u^2>/a at 100.0 K = 0.942
3b<u^2>/a at 300.0 K = 2.699
site stiffness/a at T->0: first order 1.3577, diag 1.3003
J/a = 1.3220; K(0)/a: first order 0.0358, diag -0.0217
J/a readjusted to the same permittivity at T->0 = 1.2645
classical ordering temperature, readjusted J = 41.57 K
permittivity at 4 K: Barrett 20000, diag readjusted 20000
permittivity at 20 K: Barrett 14565, diag readjusted 17668
permittivity at 50 K: Barrett 3301, diag readjusted 6204
permittivity at 100 K: Barrett 1155, diag readjusted 2544
permittivity at 300 K: Barrett 301, diag readjusted 887
zero-point variance, dispersive/flat = 1.0984
same change as a shift of T1/2 = 3.94 K
soft-mode quantum hbar sqrt(K(0)/m)/kB = 15.13 K
```
